Pseudo-time and the Kustaanheimo-Stiefel map for the Coulomb Green function

Second-order quantities of a hydrogenic atom are built from the Coulomb Green function at a fixed energy (for the shift of a level, with the pole of that level removed). When the perturbation is a multipole of fixed order acting on a state of definite l, selection rules leave only a few partial waves. When the Green function itself is wanted between two points, all l contribute, and the calculation has to decide how to evaluate it. A sum over partial waves costs one radial problem for each l. At large l the centrifugal term dominates, the radial solutions approach r^{l+1} and r^{−l}, and the terms fall off only as (r_</r_>)^l, slowly when the radii are close. The Duru-Kleinert construction replaces the sum by one integral of elementary functions and a Bessel function. It brings a second decision: at negative energy the integral may be evaluated as written only below the ground level, and between that level and E = 0 it has to be continued.

Hartree atomic units are used. The nucleus is a fixed point charge Z and the electron is spinless and non-relativistic:

H = −∇²/2 − Z/r,  E = −κ²/2 < 0,  ν = Z/κ,
G(x_b,x_a;E) = ⟨x_b|(H−E)⁻¹|x_a⟩.

For Im E > 0, ∫₀^∞dt e^{i(E−H)t} = i/(E−H), so the fixed-energy amplitude ∫₀^∞dt e^{iEt}⟨x_b|e^{−iHt}|x_a⟩ equals −iG.

The new time comes from classical mechanics. Take r(H−E) as a Hamiltonian with time s. Then dx/ds = r ∂H/∂p and dp/ds = −r ∂H/∂x − (H−E)∇r. On the surface H = E the last term vanishes, and the orbits are those of H traversed with dt = r ds. The singular potential has become the constant r·(−Z/r) = −Z. The quantum counterpart rests on (XY)⁻¹ = Y⁻¹X⁻¹ with X = r and Y = H−E:

(H−E)⁻¹ = [r(H−E)]⁻¹ r,  r(H−E) = B − Z,  B = r(−∇²/2 + κ²/2).

If every eigenvalue λ of B exceeds Z, then 1/(λ−Z) = ∫₀^∞dS e^{−S(λ−Z)}. It is shown below that the lowest eigenvalue is κ, so the condition is ν < 1. Here S = is is imaginary pseudo-time, since e^{−is(B−Z)} = e^{−S(B−Z)}. Thus

G = ∫₀^∞dS e^{ZS} P_S,  P_S = ⟨x_b|e^{−SB}|x_a⟩ r_a.   (1)

The path integral for e^{−SB} cuts S into N slices of length ε = S/N, with points x_0 = x_a up to x_N = x_b. The multiplicative part of B gives a factor e^{−εrκ²/2} per slice. The kinetic part needs a kernel that reproduces 1 + εL, with L = r∇²/2, to first order in ε. Take

T_x(x_n,x_{n−1}) = (2πεr_n)^{−3/2} exp[−(x_n−x_{n−1})²/(2εr_n)],

with r at the later point. Integrated over x_{n−1} against a function f, this averages f over a Gaussian step of variance εr_n per component. Odd moments vanish, so the Taylor expansion of f gives f + εr_n∇²f/2 + O(ε²), as required. The position of r matters. Put r_{n−1} in the kernel instead. Integrating over the later point against a function h now gives h + εLh, so the action on f is the adjoint of L, which is f → ∇²(rf)/2. With ∇r = x/r and ∇²r = 2/r,

∇²(rf) = r∇²f + 2(x/r)·∇f + 2f/r.   (2)

This kernel belongs to the ordering (H−E)⁻¹ = r[(H−E)r]⁻¹, which has r_b where (1) has r_a. Either ordering gives the same G, but later-point slices combined with the end factor r_b are wrong by r_b/r_a. The rule dt = r ds alone does not fix this choice.

The position-dependent width of T_x is removed by the Kustaanheimo-Stiefel map. Let u be a real four-vector, z = (u₁+iu₂, u₃+iu₄), and let σ_i be the Pauli matrices. The real scalar product of two such vectors is u·u′ = Re z†z′. Define

x_i = z†σ_i z = uᵀM_i u,

where M_i is σ_i written as a real 4×4 matrix acting on u. Hermiticity of σ_i makes M_i symmetric. The real trace is twice the real part of the complex trace, so tr M_i = 0. Products are preserved, so M_iM_j + M_jM_i = 2δ_ij and tr M_iM_j = 4δ_ij. Let J be multiplication by −i, Ju = (u₂,−u₁,u₄,−u₃), and let A be the 4×4 matrix with rows M₁u, M₂u, M₃u, Ju. Only the symmetric part of M_iM_j survives in uᵀM_iM_ju, which is therefore u²δ_ij. Also (M_iu)·(Ju) = Re(−i z†σ_i z) = 0 and |Ju|² = u². Hence AAᵀ = u²·1, and AᵀA = u²·1 because A is square. Since u·Ju = Re(−i z†z) = 0, Au = (x,0), and |x|² = uᵀAᵀAu = (u²)², so r = u².

The phase z → e^{−iγ/2}z leaves x unchanged, so each x corresponds to a circle of points u, the fibre. In angles,

z₁ = √r cos(θ/2) e^{−i(φ+γ)/2},  z₂ = √r sin(θ/2) e^{i(φ−γ)/2},

which gives x₁+ix₂ = 2z₁*z₂ = r sinθ e^{iφ} and x₃ = |z₁|²−|z₂|² = r cosθ. For the volume element use polar coordinates in each complex plane, d²z = ½ d|z|² dα. The moduli |z₁|² = r(1+cosθ)/2 and |z₂|² = r(1−cosθ)/2 have Jacobian r/2 with respect to (r, cosθ). The phases α₁ = −(φ+γ)/2 and α₂ = (φ−γ)/2 have Jacobian ½ with respect to (φ,γ). The phases cover an area 4π², so with φ in [0,2π) the angle γ runs over [0,4π). Collecting ¼·(r/2)·½,

d⁴u = (r/16) dr dcosθ dφ dγ = d³x dγ/(16r).   (3)

Differentiating x_i gives dx_i = 2(M_iu)·du. The fourth row of A defines dx₄ = 2(Ju)·du = −2 Im z†dz. From the angles, Im z†dz = −(r/2)[cos²(θ/2)(dφ+dγ) + sin²(θ/2)(dγ−dφ)], so dx₄ = r(dγ + cosθ dφ). No function x₄(u) exists: the coefficients 2u₂ of du₁ and −2u₁ of du₂ have cross derivatives 2 and −2. Only increments Δx₄ have a meaning.

Classically, p·dx = p_u·du gives p_u = 2Aᵀ(p,0) and p_u² = 4rp², so r(H−E) = p_u²/8 − Eu² − Z. The quantity (Ju)·p_u generates the fibre phase, is conserved by this Hamiltonian, and stays zero. The equations du/ds = p_u/4 and dp_u/ds = 2Eu give d²u/ds² = (E/2)u, harmonic motion with ω² = −E/2. In the numerical check, an orbit with E = −0.2250 hartree followed harmonically to s = 5.0 has t = ∫u²ds = 14.17 and lands within about 10⁻¹⁰ bohr of the directly integrated Kepler orbit.

In the path integral, multiply each slice by 1 = ∫dΔx₄ (2πεr_n)^{−1/2} exp[−Δx₄²/(2εr_n)] and substitute the linear relation Δx^μ ≈ 2A(u_n)Δu. Then ΣΔx^μΔx^μ = 4r_n(Δu)². From AAᵀ = r·1, |det 2A| = 16r_n², and the normalisation becomes 16r_n²/(2πεr_n)² = [4/(2πε)]². The slice turns into

T_u = [4/(2πε)]² exp[−4(Δu)²/(2ε)],

a free particle of mass μ = 4 with a step of variance ε/4 per component. This substitution is not yet a proof. Since Δu is of order √ε, the neglected quadratic part of Δx changes the exponent by terms (Δu)³/ε and (Δu)⁴/ε, of order √ε and ε, and terms of order ε survive the limit as an extra drift or potential. The question is settled by the moments of the true displacement of x under T_u. The map is quadratic, so exactly

Δx_i = 2uᵀM_iΔu + ΔuᵀM_iΔu.

With ⟨Δu_aΔu_b⟩ = (ε/4)δ_ab, the mean is ⟨Δx_i⟩ = (ε/4) tr M_i = 0. In the second moment the cross terms are cubic in Δu and vanish, and the quartic term is paired in the three possible ways:

⟨Δx_iΔx_j⟩ = 4(ε/4)uᵀM_iM_ju + (ε/4)²[tr M_i tr M_j + 2 tr M_iM_j] = (εr + ε²/2)δ_ij.

A third moment needs an even power of Δu, at least four, and is O(ε²), as are all higher moments. So T_u also acts on functions of x as 1 + εL + O(ε²), and no correction term arises. The drift vanishes because the M_i are traceless; the radial map r = u² in one dimension has ⟨Δr⟩ = ε/4 and does produce a drift of first order.

The same algebra gives an exact operator statement. By the chain rule,

∇_u² f(x(u)) = Σ_ij ∂_i∂_jf · 4uᵀM_iM_ju + Σ_i ∂_if · 2 tr M_i = 4r∇²f.   (4)

A Gaussian average of variance v per component is the operator exp(v∇²/2), as is seen on plane waves. Hence T_u = exp(ε∇_u²/8), which by (4) is exp(εL) on functions of x, while T_x is exp(εr_n∇²/2) with r_n frozen. With g = ∇²f and (2), their difference at r > 0 for smooth f is

(T_u − T_x)f = (ε²/8)[r∇²(rg) − r²∇²g] + O(ε³) = (ε²/4)(g + x·∇g) + O(ε³).

N slices accumulate a difference of order Nε² = S²/N. This counting is not a convergence proof for the product of x-slices, but the result does not depend on one, because (4) identifies the operator directly. For f = exp(a·x) with a² = 0.2900 bohr⁻² and a·x = 0.885505 at r = 2.5 bohr, Lf/f = 2.5·0.29/2 = 0.3625, and quadrature gives 0.362500 for T_x and 0.362499 for T_u. The earlier-point slice should give 0.3625 + 0.885505/2.5 + 1/2.5 = 1.1167, and gives 1.11669. The coefficient of ε² should be 0.29·1.885505/4 = 0.13670, and is found as 0.13669.

On fibre-independent functions, therefore,

B = −∇_u²/(2μ) + μω²u²/2,  μ = 4,  ω = κ/2,

since μω²/2 = κ²/2. By (3) the natural scalar product is ∫d³x/r, in which B is symmetric. Each of the four oscillators contributes at least ω/2, so B ≥ 2ω = κ, and the bound is reached by exp(−μωu²/2) = e^{−κr}, which is a function of x. This proves the condition Z < κ. Numerical diagonalization of B at κ = 1.25 bohr⁻¹ gives 1.2500000.

The oscillator path integral factorises into four one-dimensional ones. Sharing the potential factor equally between the ends p and q of a slice gives

k_ε(p,q) = √(μ/2πε) exp{−(μ/2ε)[(1+ε²ω²/2)(p²+q²) − 2pq]}.

Define η by cosh η = 1+ε²ω²/2 and m = μ sinh η/ε. Then k_ε is the member τ = η of the family

k(τ;p,q) = √(m/(2π sinh τ)) exp{−(m/(2 sinh τ))[(p²+q²)cosh τ − 2pq]}.

The family is closed under composition. Write s₁, c₁, s₂, c₂, s₁₂, c₁₂ for sinh and cosh of τ₁, τ₂, τ₁+τ₂. In ∫dy k(τ₁;p,y)k(τ₂;y,q) the y-dependent exponent is −(m/2)(s₁₂/s₁s₂)y² + my(p/s₁+q/s₂), because c₁/s₁ + c₂/s₂ = s₁₂/(s₁s₂). The Gaussian integral is √(2πs₁s₂/(ms₁₂)) exp[(m/2)(s₁s₂/s₁₂)(p/s₁+q/s₂)²]. The prefactors combine to √(m/2πs₁₂) and the cross term is mpq/s₁₂. The coefficient of p² is −(m/2)(c₁s₁₂ − s₂)/(s₁s₁₂), and c₁s₁₂ − s₂ = s₁c₁c₂ + (c₁²−1)s₂ = s₁c₁₂, which gives −(m/2)c₁₂/s₁₂; the q² term follows by symmetry. So N slices give exactly k(Nη). Expanding cosh η yields η = εω(1 − ε²ω²/24 + …), and sinh²η = ε²ω²(1+ε²ω²/4) yields m = μω√(1+ε²ω²/4). Thus Nη → ωS and m → μω = 2κ with errors of order 1/N². The product of four factors is the Mehler kernel

K_S(u_b,u_a) = [κ/(π sinh ωS)]² exp{−κ[(r_a+r_b)cosh ωS − 2u_b·u_a]/sinh ωS}.

To return to three dimensions, apply K_S to a function of x and use (3):

(e^{−SB}f)(x_b) = ∫d⁴u_a K_S f = ∫d³x_a f(x_a) (16r_a)⁻¹ ∫₀^{4π}dγ_a K_S.

The factor r_a in (1) cancels the 1/r_a, so P_S = (1/16)∫₀^{4π}dγ_a K_S. The scalar product follows from the Hermitian matrix zz†. Expanding it in 1 and σ_i, with tr zz† = r and tr σ_izz† = x_i, gives zz† = (r + x·σ)/2. With tr σ_iσ_j = 2δ_ij,

|z_b†z_a|² = tr(z_bz_b† z_az_a†) = (r_ar_b + x_a·x_b)/2 ≡ w².

As γ_a varies, z_b†z_a = w e^{−i(γ_a−γ₀)/2} for some constant γ₀, so u_b·u_a = w cos((γ_a−γ₀)/2). The modified Bessel function is I₀(y) = (1/2π)∫₀^{2π}dχ e^{y cos χ} = Σ_j (y²/4)^j/(j!)². With γ_a−γ₀ = 2χ the fibre integral is 4πI₀, independent of γ₀ and so of the point chosen on the fibre of x_b. Since 4π/(16π²) = 1/(4π),

P_S = κ²/(4π sinh²ωS) · exp[−κ(r_a+r_b)coth ωS] · I₀(2κw/sinh ωS).   (5)

Now set ρ = e^{−κS} = e^{−2ωS}. Then sinh ωS = (1−ρ)/(2√ρ), coth ωS = (1+ρ)/(1−ρ), e^{ZS} = ρ^{−ν}, and dS = −dρ/(κρ), the sign being absorbed in the limits. The prefactor is (κ²/4π)·4ρ/(1−ρ)²·1/(κρ), and

G = ∫₀¹dρ ρ^{−ν} F(ρ),  ν < 1,
F(ρ) = (κ/π)(1−ρ)⁻² exp[−κ(r_a+r_b)(1+ρ)/(1−ρ)] I₀(4κw√ρ/(1−ρ)).   (6)

With R = |x_b−x_a|, (r_a+r_b)² − 4w² = r_a² + r_b² − 2x_a·x_b = R². So G depends only on r_a+r_b and R, and r_a+r_b > 2w for distinct points. From I₀(y) ≤ e^y and 2√ρ ≤ 1+ρ, F is bounded by (κ/π)(1−ρ)⁻² exp[−κ(r_a+r_b−2w)(1+ρ)/(1−ρ)], which vanishes at ρ = 1. For R → 0 at radius r the region ρ = 1−t with small t dominates. There w ≈ r, r_a+r_b−2w = R²/(r_a+r_b+2w) ≈ R²/4r, and I₀(y) ≈ e^y/√(2πy), from expanding cos χ about zero. To leading order F ≈ (κ/π)(8πκr)^{−1/2} t^{−3/2} e^{−β/t} with β = κR²/2r, and ∫₀^∞dt t^{−3/2}e^{−β/t} = √(π/β) gives G ≈ 1/(2πR). This is the singularity demanded by −∇²G/2 = δ³, whose flux form is −½·4πR² dG/dR → 1. At Z = 0 the resolvent is e^{−κR}/(2πR), the decaying solution of (RG)″ = κ²RG with that singularity, and the integral is tested against it.

At ρ = 0, F tends to (κ/π)e^{−κ(r_a+r_b)} > 0, so (6) diverges for ν ≥ 1, that is for E ≥ −Z²/2. For repulsive Z < 0 it converges at every E < 0. The series of I₀ contains only y², so F is analytic for |ρ| < 1, F = Σ_k c_kρ^k. To first order (1−ρ)⁻² = 1+2ρ, (1+ρ)/(1−ρ) = 1+2ρ and I₀ = 1+4κ²w²ρ, so

c₀ = (κ/π)e^{−κ(r_a+r_b)},  c₁ = c₀[2 − 2κ(r_a+r_b) + 4κ²w²].

Split the integral at any δ in (0,1) and integrate the series term by term:

G = Σ_k c_k δ^{k+1−ν}/(k+1−ν) + ∫_δ¹dρ ρ^{−ν}F(ρ).   (7)

At fixed κ, neither B nor F depends on Z. The operator B has a discrete spectrum, so (B−Z)⁻¹r is meromorphic in Z, and so is the right side of (7). The two agree for Z < κ and therefore everywhere, and (7) holds for every ν that is not a positive integer.

The spectrum can be read off. Comparing (1) and (6), P_S = κρF = κΣ_k c_k e^{−(k+1)κS}, so the eigenvalues of B are nκ, n = k+1. Among the oscillator levels ω(N_q+2), with N_q quanta, these are N_q = 2n−2; odd levels change sign under u → −u, which is the shift γ → γ+2π, and drop out in the fibre sum. The two complex planes give four circular modes, two with each sign of charge under the fibre phase. An invariant state has n−1 quanta in each pair, distributed in n ways per pair, so the degeneracy is n². Poles of G lie at ν = n, or E_n = −Z²/2n². At fixed Z, E = −Z²/2ν² and dE/dν = Z²/ν³, so near the pole 1/(n−ν) ≈ (Z²/n³)/(E_n−E). Matching with G ≈ Σψψ*/(E_n−E),

Σ_{lm} ψ_{nlm}(x_b)ψ*_{nlm}(x_a) = (Z²/n³) c_{n−1} at κ = Z/n.   (8)

For n = 1 this is (Z³/π)e^{−Z(r_a+r_b)}, the product of two normalised 1s functions.

Take hydrogen, Z = 1, with r_a = 1.0 bohr, r_b = 2.5 bohr and an angle of 60°. Then w² = (2.5+1.25)/2 = 1.875, w = 1.369306 bohr, R = 2.179449 bohr and r_a+r_b−2w = 0.761387 bohr. The digits below compare numerical routes within the model; the finite proton mass alone changes energies by roughly 1 part in 2000 and, at fixed E, changes the two values of G below by about 0.08% and 0.2%, so for the real atom they are not accurate to four figures.

First the kernel (5) at κ = 1.25 bohr⁻¹ and S = 1.5, where ω = 0.625, ρ = 0.153355, sinh ωS = 1.080992 and the Bessel argument is 3.166782. The prefactor is 1.5625/(4π·1.080992²) = 0.10641. With coth ωS = 1.153355/0.846645 = 1.36227, the exponential is exp(−1.25·3.5·1.36227) = 2.5801×10⁻³. With y²/4 = 2.5071 the series gives I₀ = 1 + 2.5071 + 1.5714 + 0.4378 + 0.0686 + 0.0069 + 0.0005 = 5.5923. The product is 1.5353×10⁻³ in atomic units, and diagonalizing B in partial waves on a radial grid gives the same 1.5353169×10⁻³ as the formula. The oscillator path integral summed on a grid and averaged over the fibre gives 1.5349419×10⁻³ for N = 16 and 1.5352232×10⁻³ for N = 32, low by 2.4×10⁻⁴ and 6.1×10⁻⁵ relative to (5). The ratio of errors is 4.001, the 1/N² law derived from η and m.

At E = −0.78125 hartree (−21.26 eV), κ = 1.25 bohr⁻¹ and ν = 0.80, so (6) converges. All values of F, c_k and G are in hartree⁻¹bohr⁻³. F is 7.16×10⁻³, 9.02×10⁻³, 6.62×10⁻³, 1.36×10⁻³ and 2.5×10⁻⁸ at ρ = 0.1, 0.3, 0.5, 0.7, 0.9. With c₀ = 5.008663×10⁻³, the bracket in c₁ is 2 − 8.75 + 11.71875 = 4.96875, giving c₁ = 2.488679×10⁻². Form (7) is useful here too, because it treats the factor ρ^{−0.8} exactly. With δ = 0.1 and δ^{0.2} = 0.630957, the first terms are c₀·0.630957/0.2 = 1.58013×10⁻², c₁·0.0630957/1.2 = 0.13085×10⁻², and, from c₂ = −3.155726×10⁻² and c₃ = −1.822319×10⁻², −0.00905×10⁻² and −0.00036×10⁻². They add to 1.70157×10⁻², against 1.70155×10⁻² for the full series. Adding the integral from δ,

G = 1.70155×10⁻² + 1.12194×10⁻² = 2.82349×10⁻² hartree⁻¹bohr⁻³ = 7.002×10⁻³ eV⁻¹Å⁻³.

The unsplit integral over S and the finite-difference inversion of H−E in partial waves both give 2.8234910×10⁻²; the latter agreement is asserted to 10⁻⁶ relative to the partial-wave value. The terms l = 0 to 3 alone sum to 2.8488×10⁻², which is 0.9% above G. Setting Z = 0 at the same κ gives 4.78983×10⁻³ from both the integral and e^{−κR}/(2πR). The attraction raises G by a factor 5.9; a rise is certain for 0 < ν < 1, since F > 0 and ρ^{−ν} > 1.

At E = −0.32 hartree (−8.71 eV), κ = 0.8 bohr⁻¹ and ν = 1.25, between the first two levels, and only (7) applies. Here c₀ = 1.548516×10⁻² and c₁ = c₀(2 − 5.6 + 4.8) = 1.858219×10⁻². With δ^{−0.25} = 1.778279 the k = 0 term is c₀·1.778279/(−0.25) = −0.110148, and the k = 1 term is c₁·0.1778279/0.75 = +0.004406. The terms k = 2 and 3 add −0.000025, for a partial sum −0.105767 against −0.105769 for the full series. Then

G = −0.105769 + 0.050835 = −5.4934×10⁻² hartree⁻¹bohr⁻³ = −1.362×10⁻² eV⁻¹Å⁻³,

and the partial-wave inversion gives the same −5.4933863×10⁻². G is negative although F is positive, which no convergent form of (6) could produce; the sign enters through the denominator 1−ν < 0 of the k = 0 term. The 1s pole term shows the same: (8) gives e^{−3.5}/π = 9.6121×10⁻³ bohr⁻³, and 9.6121×10⁻³/(−0.5+0.32) = −5.340×10⁻², leaving −0.153×10⁻² for all other states at these two points.

For n = 2, (8) at κ = 0.5 bohr⁻¹ gives (1/8)(0.5/π)e^{−1.75}(2 − 3.5 + 1.875) = 1.2964×10⁻³ bohr⁻³, and for n = 3 the value is 3.4843×10⁻⁴ bohr⁻³. All three residues are tested against sums over hydrogen eigenfunctions, and their integrals over x_a = x_b against n², with results 1, 4 and 9.

The derivation assumes E < 0. For E > 0, κ is imaginary, the oscillator is inverted, and the damping of F at ρ = 1 turns into an oscillation. The prescription E + i0 selects the root κ = −ik with k = √(2E), the outgoing wave; in the variable x = (1+ρ)/(1−ρ) the integrand of (6) then oscillates with an amplitude falling only as x^{−1/2}, so the integral converges conditionally. Formulas (6) and (7) were not derived there. The Gaussian evaluation also needs the pure Coulomb potential: an added V(r) enters B as u²V(u²), which is a constant plus a term quadratic in u only if V is a further 1/r term, a constant, or a sum of the two. For any other V(r) the map, the kinetic identity (4) and the average of the kernel over the fibre remain valid, but the motion in u is no longer harmonic and K_S is no longer the Mehler kernel.

Table of computed values

```
Z = 1, ra = 1.0 bohr, rb = 2.5 bohr, angle = 60.0 deg
w = 1.369306 bohr, R = 2.179449 bohr, ra+rb-2w = 0.761387 bohr
classical: start xb = [2.3027 0.9735 0.    ] bohr, p = [0.1 0.5 0.3] au, E = -0.2250 hartree
classical: s = 5.0 au gives t = 14.174767 au, orbit mismatch 1e-10 bohr
slice test f = exp(a.x), a = [ 0.3  0.2 -0.4] 1/bohr, a.a = 0.2900 1/bohr^2, a.xb = 0.885505
generator on f / f (au): x-slice 0.362500, u-slice 0.362499
generator with r at the earlier point (au): 1.11669
(u-slice - x-slice)/(f eps^2) = 0.13669 au, predicted 0.13670 au
lowest eigenvalue of B at kappa = 1.25 1/bohr: 1.2500000 au
S = 1.5 au, omega = 0.625 au, rho = 0.153355
sinh(omega S) = 1.080992, I0 argument = 3.166782
P_S formula = 1.5353169e-03 au, radial diagonalization = 1.5353169e-03 au
P_S sliced: N=16 1.5349419e-03 au, N=32 1.5352232e-03 au, error ratio 4.001
split point delta = 0.1; G, F, c_k in 1/(hartree bohr^3)
--- E = -0.78125 hartree = -21.2589 eV, kappa = 1.25 1/bohr, nu = 0.80
F(0.1,0.3,0.5,0.7,0.9) = 7.1621e-03 9.0220e-03 6.6160e-03 1.3629e-03 2.5278e-08
c_0..c_3 = 5.008663e-03 2.488679e-02 -3.155726e-02 -1.822319e-02
series part = 1.7015496e-02, integral from delta = 1.1219414e-02
G Duru-Kleinert = 2.8234910e-02, G partial waves = 2.8234910e-02
l = 0..3 terms = 2.39634e-02 6.78604e-03 -8.74011e-04 -1.38735e-03
G = 7.002165e-03 1/(eV angstrom^3)
Z = 0: integral 4.7898259e-03, exp(-kappa R)/(2 pi R) 4.7898259e-03
--- E = -0.32000 hartree = -8.7076 eV, kappa = 0.8 1/bohr, nu = 1.25
F(0.1,0.3,0.5,0.7,0.9) = 1.7305e-02 1.9922e-02 1.8434e-02 8.5128e-03 1.4048e-05
c_0..c_3 = 1.548516e-02 1.858219e-02 -6.194062e-04 -2.956632e-02
series part = -1.0576869e-01, integral from delta = 5.0834827e-02
G Duru-Kleinert = -5.4933863e-02, G partial waves = -5.4933863e-02
l = 0..3 terms = -7.38968e-02 2.33526e-02 -1.77160e-03 -2.23707e-03
G = -1.362342e-02 1/(eV angstrom^3)
Z = 0: integral 1.2771886e-02, exp(-kappa R)/(2 pi R) 1.2771886e-02
G from the S integral at kappa = 1.25 1/bohr: 2.8234910e-02 1/(hartree bohr^3)
n = 1: E_n = -0.500000 hartree, residue 9.6121257e-03 1/bohr^3
n = 1: sum psi psi* = 9.6121257e-03 1/bohr^3, trace = 1.000000
n = 2: E_n = -0.125000 hartree, residue 1.2964210e-03 1/bohr^3
n = 2: sum psi psi* = 1.2964210e-03 1/bohr^3, trace = 4.000000
n = 3: E_n = -0.055556 hartree, residue 3.4842522e-04 1/bohr^3
n = 3: sum psi psi* = 3.4842522e-04 1/bohr^3, trace = 9.000000
```
